\section*{Finding a Relaxed Face's Surface Energy from a One-Sided Slab Relaxation}

\section{What the slab energy contains}

\textbf{Q:} I want the surface energy of a clean metal face on which an etching or deposition step will start. My slab is relaxed at the top and frozen at the bottom. I have one total energy and two different faces. How can one number give me the energy of the top face?

\textbf{A:} It cannot do so alone. You need a second slab energy and a bulk energy. Let the slab have $n$ layers with one atom per layer in a surface cell of area $S$, and let the cell keep the in-plane lattice constant of the bulk. Let $e_b$ be the bulk energy per atom. For any slab energy $E$, define the excess energy per area
\begin{equation}
X=\frac{E-n e_b}{S}.
\end{equation}
This is the cost of having $n$ atoms in a slab rather than in the bulk. Energies are static: there is no vibrational part yet.

Now take two slabs of the same thickness. In the first, all atoms sit at bulk positions; its energy is $E_{\rm un}$. In the second, the top $m$ layers have relaxed and the others are still at bulk positions; its energy is $E_{\rm one}$.

\textbf{Q:} And you will say that each excess is a sum of two surface energies. A slab is one object. Why should its energy split?

\textbf{A:} In general it splits only in the limit of a thick slab. A surface energy is the excess per area of one face on a crystal so deep that the other face is not felt. Call it $\gamma_{\rm un}$ for the ideal face and $\gamma_{\rm rel}$ for the face with $m$ relaxed layers. What a finite slab has beyond the sum is the interaction $w$ of its faces, per area:
\begin{align}
X_{\rm un}&=2\gamma_{\rm un}+w_{\rm uu},\\
X_{\rm one}&=\gamma_{\rm un}+\gamma_{\rm rel}+w_{\rm ru}.
\end{align}
These lines define $w_{\rm uu}$ and $w_{\rm ru}$, so they hold for any thickness. The physical assumption is that both interactions become negligible as $n$ grows.

The factor 2 in the first line is a second assumption: the two ideal faces are equivalent. For the fcc (001) slab used below, inversion through the slab's midpoint maps one ideal face onto the other, so they have the same energy.

\section{The subtraction}

\textbf{Q:} Then for a thick slab I halve the excess. I could do that with the relaxed slab directly.

\textbf{A:} Try it, with both interactions negligible. Halving the ideal slab's excess gives
\begin{equation}
\frac{X_{\rm un}}{2}=\gamma_{\rm un},
\end{equation}
because the two terms in the sum are equal. Halving the other one gives
\begin{equation}
\frac{X_{\rm one}}{2}=\frac{\gamma_{\rm un}+\gamma_{\rm rel}}{2},
\end{equation}
which is the mean of two different surface energies and belongs to neither face. To remove the frozen face, subtract its energy from the whole excess:
\begin{equation}
\gamma_{\rm rel}=X_{\rm one}-\gamma_{\rm un}
=\frac{E_{\rm one}-n e_b}{S}-\frac{E_{\rm un}-n e_b}{2S}.
\label{recipe}
\end{equation}
If the interactions are kept, the right-hand side becomes
\begin{align}
X_{\rm one}-\frac{X_{\rm un}}{2}
&=\gamma_{\rm un}+\gamma_{\rm rel}+w_{\rm ru}
-\gamma_{\rm un}-\frac{w_{\rm uu}}{2}\nonumber\\
&=\gamma_{\rm rel}+w_{\rm ru}-\frac{w_{\rm uu}}{2}.
\label{interaction}
\end{align}
So the ideal face cancels, but the interactions do not, even if they are equal. In that case half of $w$ remains.

\textbf{Q:} Where is the energy gained by relaxation in this? I would have expected to see it.

\textbf{A:} Write $X_{\rm one}=X_{\rm un}+(X_{\rm one}-X_{\rm un})$ in the recipe. The bulk term $n e_b$ cancels in the bracket, since both slabs have $n$ atoms, and
\begin{equation}
\gamma_{\rm rel}=\frac{X_{\rm un}}{2}+\frac{E_{\rm one}-E_{\rm un}}{S}
=\gamma_{\rm un}+g,\qquad g=\frac{E_{\rm one}-E_{\rm un}}{S}.
\label{gain}
\end{equation}
The gain $g$ is divided by $S$, not by $2S$, because one face relaxed. It cannot be positive: the ideal positions are among those open to the minimization, so the minimum lies at or below $E_{\rm un}$. If the face does not relax at all, $g=0$ and both surface energies agree. Halving the relaxed slab's excess gives $\gamma_{\rm un}+g/2$, which keeps half of the gain and is too high by $|g|/2$.

\section{A copper-like face}

\textbf{Q:} Show me numbers, and say where the energies come from.

\textbf{A:} The example is an fcc (001) slab in a second-moment tight-binding model. The energy of atom $i$ is a repulsion minus a band term,
\begin{equation}
\varepsilon_i=\sum_j A\,e^{-p(r_{ij}/r_0-1)}
-\Big[\sum_j \xi^2 e^{-2q(r_{ij}/r_0-1)}\Big]^{1/2},
\end{equation}
and the slab energy is the sum of the $\varepsilon_i$. The sums over $j$ run over a fixed list of neighbours up to the fifth shell. The parameters are rounded and only roughly typical of copper: $A=0.086$ eV, $\xi=1.22$ eV, $p=11$, $q=2.3$, $r_0=0.256$ nm. Minimizing the bulk energy gives the lattice constant $a=0.3623$ nm and $e_b=-3.51405$ eV. The cell area is $S=a^2/2=0.065646$ nm$^2$.

With one atom per layer and cell, the fourfold symmetry of the face leaves no in-plane force, so the layers move along the normal. Reconstructions, which need a larger cell, are excluded.

For $n=12$ and $m=4$ the energies are $E_{\rm un}=-41.07601$ eV, $E_{\rm one}=-41.07636$ eV and $n e_b=-42.16857$ eV. Hence
\begin{align}
\gamma_{\rm un}&=\frac{-41.07601+42.16857}{2\times0.065646}
=8.322\ \mathrm{eV/nm^2},\\
X_{\rm one}&=\frac{-41.07636+42.16857}{0.065646}
=16.638\ \mathrm{eV/nm^2},\\
\gamma_{\rm rel}&=16.638-8.322=8.316\ \mathrm{eV/nm^2}.
\end{align}
In engineering units, $\gamma_{\rm un}=1.333$ J/m$^2$ and $\gamma_{\rm rel}=1.332$ J/m$^2$.

\textbf{Q:} All this care for a change in the fourth digit?

\textbf{A:} In this model the gain is small: $g=-0.0054$ eV/nm$^2$, or about $0.35$ meV per surface atom. The outermost spacing shrinks by 0.63\,\%, the next by 0.35\,\% and the third by 0.03\,\%. Halving $X_{\rm one}$ gives 8.319 eV/nm$^2$, an error of 0.0027 eV/nm$^2$. That is negligible beside the surface energy, but it is half of the relaxation effect.

The small gain also sets a demand on precision. An error of 1 meV in $E_{\rm one}-E_{\rm un}$ changes $\gamma_{\rm rel}$ by $0.001/0.065646=0.015$ eV/nm$^2$, nearly three times $|g|$. The two slab energies should therefore be computed with the same cell and the same numerical settings.

\textbf{Q:} You found $\gamma_{\rm rel}$ by subtraction. Can it be found without the frozen face?

\textbf{A:} Yes, in two ways. First, relax four layers on each side of a 20-layer slab. The faces are then equivalent again, and halving is justified; it gives 8.3163 eV/nm$^2$. Second, this model assigns an energy to each atom, so one can add the excesses $\varepsilon_i-e_b$ near the relaxed face alone and divide by $S$. In the 12-layer slab this also gives 8.3163 eV/nm$^2$. Neither road subtracts an ideal face.

\section{How many layers must stay frozen}

\textbf{Q:} You chose twelve layers. What would have told you that ten or six were enough?

\textbf{A:} Here the range of the model answers this. In units of $a/2$, fcc neighbour vectors have integer components with an even sum, and the fifth shell has squared length 10. It contains vectors such as $(1,0,3)$, so an atom's energy depends on layers up to three away.

Number the layers from the bottom, $l=1,\dots,n$. In the ideal slab, layers 1 to 3 lack neighbours below and layers $n-2$ to $n$ lack neighbours above. The two groups are separate if $n-2>3$, that is $n\ge6$. Then $w_{\rm uu}=0$.

In the other slab, layers $n-m+1$ to $n$ move. This changes atomic energies down to layer $n-m-2$. These must not include layers 1 to 3, so
\begin{equation}
n-m-2\ge4\quad\Longrightarrow\quad n\ge m+6 .
\end{equation}
The same condition protects the forces. Moving a layer changes atomic energies up to three layers away, and each of those depends on layers three further on. A force therefore reaches six layers. The lowest moving layer has $n-m$ layers below it, and with $n-m\ge6$ it cannot tell the slab from a deep crystal. So $w_{\rm ru}=0$ as well, and the recipe is exact within this model.

\textbf{Q:} And if I break the condition?

\textbf{A:} Keep $m=4$ and reduce $n$. The recipe gives 8.31626 eV/nm$^2$ for $n=14$, 10 and 8, so at $n=8$ the violation is still invisible at this precision. It gives 8.31506 for $n=6$ and 8.31041 for $n=5$.

The last case has a simple reason. With five layers and four of them free, one layer is frozen. Freezing one layer fixes where the slab sits, but it fixes none of the four spacings. The bottom face relaxes too, although its atoms never move: the rest of the slab moves towards them. The excess is then close to $2\gamma_{\rm rel}$, and the recipe returns
\begin{equation}
2\gamma_{\rm rel}-\gamma_{\rm un}=\gamma_{\rm rel}+g
=8.3163-0.0054=8.3109\ \mathrm{eV/nm^2}.
\end{equation}
Before rounding, the computed value lies 0.0004 eV/nm$^2$ lower; nearly all of this remainder comes from the slab being too thin for its two relaxed faces to be independent. A frozen face needs frozen spacings, not merely frozen surface atoms.

\textbf{Q:} Then I could freeze nearly everything and let one layer move.

\textbf{A:} That protects the bottom face but restricts the top one. Freeing another layer enlarges the set of positions over which the energy is minimized, so $\gamma_{\rm rel}$ can fall or stay, not rise. At fixed $n=12$ it is 8.31747 eV/nm$^2$ for $m=1$, 8.31627 for $m=2$, and 8.31626 for $m=3$ to 6. One layer captures roughly four fifths of the gain; two suffice here for any practical purpose. A 25-layer slab with all layers free except the central one, which merely fixes the position, gives 8.3163 eV/nm$^2$. The word ``relaxed'' always needs its $m$, unless the result has stopped changing with it.

\section{Where the recipe fails}

\textbf{Q:} Suppose the two ideal faces are not equivalent. Can't I still subtract half of the ideal slab's excess?

\textbf{A:} You can, but you will subtract the wrong amount. Let the top face be $a$ and the bottom face $b$, with ideal energies $\gamma_a$ and $\gamma_b$, and let only $a$ relax. For a thick slab,
\begin{align}
X_{\rm one}-\frac{X_{\rm un}}{2}
&=\gamma_{a,\rm rel}+\gamma_b-\frac{\gamma_a+\gamma_b}{2}\nonumber\\
&=\gamma_{a,\rm rel}+\frac{\gamma_b-\gamma_a}{2}.
\end{align}
To see the size, pull the bottom layer of a 14-layer slab outwards by 0.01 nm and hold it there in both calculations. The bottom face now costs $\gamma_b=8.6753$ eV/nm$^2$. The predicted error is $(8.6753-8.3217)/2=0.1768$ eV/nm$^2$, and the recipe indeed gives 8.4931 instead of 8.3163. This error is more than thirty times $|g|$.

The gain itself survives: $X_{\rm one}-X_{\rm un}=\gamma_{a,\rm rel}-\gamma_a$, because $\gamma_b$ cancels. It is again $-0.0054$ eV/nm$^2$. But the ideal slab's excess supplies the sum $\gamma_a+\gamma_b$, and one sum does not determine two unknowns.

\textbf{Q:} What about a compound film with an extra layer of one element?

\textbf{A:} Then $n e_b$ is not the right reference, because the slab is not a whole number of bulk formula units. The surplus atoms must be counted at the chemical potential of a stated reservoir, and the surface energy depends on that choice. Even with this reference, halving still needs equivalent faces.

\textbf{Q:} My bulk energy comes from a separate calculation. How much does a small mismatch matter?

\textbf{A:} Replace $e_b$ by $e_b+\delta$ in equation (\ref{recipe}), with both slab energies held fixed. The first term changes by $-n\delta/S$, and the subtracted term changes by $-n\delta/(2S)$. The net change is
\begin{equation}
\Delta\gamma_{\rm rel}=-\frac{n\delta}{S}+\frac{n\delta}{2S}
=-\frac{n\delta}{2S}.
\label{drift}
\end{equation}
It grows with thickness, so a thicker slab makes this error worse. As an example, take the bulk energy at a lattice constant 1\,\% too large. It is too high by $\delta=4.518$ meV, which lowers the result by
\begin{equation}
\frac{0.004518}{2\times0.065646}=0.0344\ \mathrm{eV/nm^2}
\end{equation}
for each layer. The recipe then gives 7.903 eV/nm$^2$ at $n=12$ and 7.490 at $n=24$, instead of 8.316 at both. A steady drift with $n$ is the sign of a wrong bulk reference. The gain $g$ is untouched, since it contains no $e_b$.

\textbf{Q:} Could I take the bulk energy from the slabs themselves?

\textbf{A:} Yes, from two ideal slabs that differ by one layer. Using $E_{\rm un}(n)=n e_b+S[2\gamma_{\rm un}+w_{\rm uu}(n)]$,
\begin{equation}
E_{\rm un}(n+1)-E_{\rm un}(n)
=e_b+S\,[w_{\rm uu}(n+1)-w_{\rm uu}(n)].
\end{equation}
If the faces no longer interact, the difference is $e_b$. If they do, the bracket acts as an error $\delta=S[w_{\rm uu}(n+1)-w_{\rm uu}(n)]$, and equation (\ref{drift}) turns it into $-n[w_{\rm uu}(n+1)-w_{\rm uu}(n)]/2$. The factor $n$ can make a small interaction matter, so the slope should be taken where it has settled.

\section{What this model leaves out}

\textbf{Q:} Your faces stop interacting because you cut off the neighbour list. Electrons in a metal film don't obey that list.

\textbf{A:} They do not. A rough size follows from free electrons between hard walls, one electron per atom, at the density of this crystal. The walls stand slightly outside the slab so that the interior stays neutral. Motion along the normal is quantized, and the levels are filled up to a common Fermi energy. The energy per area, minus its bulk part and minus the excess of a very thick slab, is $w$. For $n=12$ it is 0.0577 eV/nm$^2$. It does not fall off smoothly but oscillates in sign with thickness; at $n=9$, for example, it is $-0.107$ eV/nm$^2$.

If relaxation hardly changes this interaction, $w_{\rm ru}\approx w_{\rm uu}=w$, and equation (\ref{interaction}) leaves an error of $w/2=0.029$ eV/nm$^2$. That is about 0.3\,\% of $\gamma_{\rm rel}$, but five times $|g|$. Under the same assumption $w$ cancels in $E_{\rm one}-E_{\rm un}$. It is then better to take the gain from two slabs of equal thickness and $\gamma_{\rm un}$ from thicker ideal slabs, as equation (\ref{gain}) permits. The cancellation is not complete on the scale of $g$, because $w$ is ten times larger. In the same free-electron picture, moving one wall inwards by the total contraction of 0.0018 nm at fixed electron number changes $w$, beyond the smooth compression energy, by about $-0.0009$ eV/nm$^2$ at $n=12$ and $+0.002$ eV/nm$^2$ at $n=10$, a sixth to two fifths of $|g|$. The gain too should be checked against thickness.

\textbf{Q:} One-sided relaxation also makes the slab lopsided. With periodic images, does that cost energy?

\textbf{A:} It changes the energy, but by lowering it. If the work functions of the two faces differ by $e\,\Delta\phi$, the periodic potential forces a field $\Delta\phi/d$ into a vacuum gap of width $d$. The field energy per area is the energy density times the width,
\begin{equation}
u=\frac{\varepsilon_0}{2}\Big(\frac{\Delta\phi}{d}\Big)^2 d
=\frac{\varepsilon_0(\Delta\phi)^2}{2d}.
\end{equation}
The field is made by a charge $\sigma=\varepsilon_0\Delta\phi/d$ per area that moves through the metal from one face to the other. Because the work functions differ, this move releases $\sigma\Delta\phi=2u$, so the net change is $u-2u=-u$. For an assumed difference of 0.1 eV and $d=1.5$ nm the size $u$ is $1.8\times10^{-4}$ eV/nm$^2$, about 3\,\% of $|g|$. It grows with the square of the difference, so a strongly polar adsorbate on one face deserves a separate estimate.

\textbf{Q:} And temperature? The wafer is not at absolute zero.

\textbf{A:} That is a larger correction. Let each atom vibrate alone in the field of its fixed neighbours. In the classical limit, a mode of frequency $\omega$ has free energy $k_BT\ln(\hbar\omega/k_BT)$. Since $\omega\propto\sqrt K$ for force constant $K$, moving the atom from the bulk to the surface changes this by
\begin{equation}
\Delta F=k_BT\ln\frac{\omega}{\omega_b}
=\frac{k_BT}{2}\ln\frac{K}{K_b}.
\end{equation}
In the model $K_b=757$ eV/nm$^2$, while a top-layer atom has 536 eV/nm$^2$ for each in-plane direction and 424 eV/nm$^2$ along the normal. These are softer, so $\Delta F$ is negative. At 500 K, where $k_BT=0.0431$ eV, the top layer contributes
\begin{equation}
\frac{0.0431}{2\times0.0656}
\Big[2\ln\frac{536}{757}+\ln\frac{424}{757}\Big]
\approx-0.42\ \mathrm{eV/nm^2}.
\end{equation}
The sum over the top four layers is $-0.39$ eV/nm$^2$; the three deeper ones thus give a small positive part. This is nearly 5\,\% of $\gamma_{\rm rel}$ and some seventy times $|g|$. It is only an estimate, because neighbouring atoms do not vibrate independently: with coupled harmonic vibrations the same model gives about $-0.49$ eV/nm$^2$. The static value should not be called a surface free energy at process temperature.

\textbf{Q:} So how close is 1.33 J/m$^2$ to real copper?

\textbf{A:} The lattice constant and the binding energy per atom are near those of copper, roughly 0.36 nm and 3.5 eV. The surface energy is low: measured values for copper are roughly 1.8 J/m$^2$. The contraction of the first spacing is also on the small side; for the real (001) face it is roughly one to two per cent, and there the second spacing is reported to expand slightly, whereas the model contracts it. The numbers also depend on where the neighbour list ends: extending it to the ninth shell, with the lattice constant minimized again, raises $\gamma_{\rm un}$ by about 1\,\% to 8.40 eV/nm$^2$ and reduces the gain by about a quarter, to $g=-0.0041$ eV/nm$^2$. The example therefore tests the energy bookkeeping and does not predict a film's surface energy.

A copper face during etching or deposition also breaks the assumption of a clean, flat surface: it can carry oxide, halogen or precursor fragments. If adsorption, counted against its gas reservoir, lowers the energy by 0.1 eV per surface atom, an illustrative value, the surface energy falls by $0.1/0.0656=1.5$ eV/nm$^2$, or 18\,\% of $\gamma_{\rm rel}$. The frozen bottom face can still be subtracted, provided it stays clean and its energy comes from the clean ideal slab. The numerical output below lists the main energies used here.

\section*{Numbers as computed}
\begin{verbatim}
repulsion A = 0.086 eV, hopping xi = 1.22 eV
p = 11.0, q = 2.3, r0 = 0.256 nm
lattice constant a = 0.36234 nm
bulk energy per atom = -3.51405 eV
area per surface atom = 0.065646 nm2
layers n = 12, free layers m = 4
E_un = -41.07601 eV
E_one = -41.07636 eV
n*e_bulk = -42.16857 eV
total excess, one face relaxed = 16.6379 eV/nm2
gamma_un = 8.3217 eV/nm2 = 1.3333 J/m2
gamma_rel = 8.3163 eV/nm2 = 1.3324 J/m2
relaxation gain (E_one-E_un)/area = -0.0054 eV/nm2
halved total excess (wrong) = 8.3190 eV/nm2
change of spacing 1-2 from top = -0.633 %
change of spacing 2-3 from top = -0.348 %
change of spacing 3-4 from top = -0.032 %
gamma_rel, both faces relaxed = 8.3163 eV/nm2
gamma_rel, site-energy sum = 8.3163 eV/nm2
gamma_rel, all layers free = 8.3163 eV/nm2
n = 12, m = 1: gamma_rel = 8.31747 eV/nm2
n = 12, m = 2: gamma_rel = 8.31627 eV/nm2
n = 12, m = 3: gamma_rel = 8.31626 eV/nm2
n = 12, m = 4: gamma_rel = 8.31626 eV/nm2
n = 12, m = 5: gamma_rel = 8.31626 eV/nm2
n = 12, m = 6: gamma_rel = 8.31626 eV/nm2
m = 4, n = 5: recipe gives 8.31041 eV/nm2
m = 4, n = 6: recipe gives 8.31506 eV/nm2
m = 4, n = 8: recipe gives 8.31626 eV/nm2
m = 4, n = 10: recipe gives 8.31626 eV/nm2
m = 4, n = 14: recipe gives 8.31626 eV/nm2
unequal faces: bottom layer pulled out by 0.01 nm
  gamma of bottom face = 8.6753 eV/nm2
  recipe gives (wrong) = 8.4931 eV/nm2
  relaxation gain of top face = -0.0054 eV/nm2
bulk energy error at 1.01 a = 4.518 meV
  recipe at n = 12 (wrong) = 7.9033 eV/nm2
  recipe at n = 24 (wrong) = 7.4903 eV/nm2
  drift per layer = -0.03442 eV/nm2
temperature = 500 K
force constant, bulk atom = 756.8 eV/nm2
force constant, top atom, in plane = 536.1 eV/nm2
force constant, top atom, normal = 423.7 eV/nm2
vibrational part of gamma_rel = -0.3888 eV/nm2
free-electron face interaction w, n = 12: 0.0577 eV/nm2
half of w, n = 12: 0.0289 eV/nm2
largest half |w|, n = 10 to 14: 0.0289 eV/nm2
work function difference = 0.1 eV, gap = 1.5 nm
field energy in the gap = 1.84e-04 eV/nm2
\end{verbatim}
